# Root density and ground-state energy of the antiferromagnetic Heisenberg chain: a numerical check

```python
"""
Result under test: for H = J sum_n S_n.S_(n+1) (spin 1/2, periodic, J > 0)
the ground-state Bethe roots have density rho(x) = 1/(2 cosh(pi x)) per site
and the energy per site tends to J (1/4 - ln 2).

Symbols: N sites (even), M = N/2 down spins, roots x_j (rapidities),
quantum numbers I_j = -(M-1)/2 ... (M-1)/2, magnon momentum k with
exp(ik) = (x + i/2)/(x - i/2), and kernels
a_n(x) = n / (2 pi (x^2 + n^2/4)).  Energies are in units of J.
"""
from itertools import combinations, permutations

import numpy as np
import sympy as sp
from scipy.integrate import quad


def kernel(n, x):
    return n / (2 * np.pi * (x**2 + n**2 / 4))


def density(x):
    return 1 / (2 * np.cosh(np.pi * x))


def solve_roots(N):
    """Newton solution of the logarithmic Bethe equations."""
    M = N // 2
    numbers = np.arange(M) - (M - 1) / 2
    # Only a starting guess; the converged roots do not depend on it.
    x = np.arcsinh(np.tan(2 * np.pi * numbers / N)) / np.pi

    def residual(x):
        diff = x[:, None] - x[None, :]
        return (2 * N * np.arctan(2 * x) - 2 * np.pi * numbers
                - 2 * np.arctan(diff).sum(axis=1))

    for _ in range(30):
        pair = 2 / (1 + (x[:, None] - x[None, :])**2)
        jacobian = pair + np.diag(4 * N / (1 + 4 * x**2) - pair.sum(axis=1))
        step = np.linalg.solve(jacobian, residual(x))
        x = x - step
        if np.max(np.abs(step)) < 1e-10:
            break
    assert np.max(np.abs(residual(x))) < 1e-8
    assert np.all(np.diff(x) > 0)
    return x


def bethe_energy(N, x):
    return N / 4 - np.sum(0.5 / (x**2 + 0.25))


def hamiltonian(N):
    """Spin Hamiltonian in the sector with N/2 down spins."""
    basis = list(combinations(range(N), N // 2))
    index = {state: i for i, state in enumerate(basis)}
    H = np.zeros((len(basis), len(basis)))
    for i, state in enumerate(basis):
        down = set(state)
        for site in range(N):
            nxt = (site + 1) % N
            if (site in down) == (nxt in down):
                H[i, i] += 0.25
            else:
                H[i, i] -= 0.25
                flipped = tuple(sorted(down ^ {site, nxt}))
                H[index[flipped], i] += 0.5
    return basis, H


def solve_cutoff(Q, nodes):
    """Quadrature solution of rho + a_2*rho = a_1 on [-Q, Q]."""
    t, w = np.polynomial.legendre.leggauss(nodes)
    x, w = Q * t, Q * w
    matrix = np.eye(nodes) + kernel(2, x[:, None] - x[None, :]) * w
    return x, w, np.linalg.solve(matrix, kernel(1, x))


# Two-magnon contact condition gives the scattering factor.
u, v = sp.symbols("u v", real=True)
eu = (u + sp.I / 2) / (u - sp.I / 2)
ev = (v + sp.I / 2) / (v - sp.I / 2)
ratio = -(1 + eu * ev - 2 * eu) / (1 + eu * ev - 2 * ev)
assert sp.simplify(ratio - (u - v + sp.I) / (u - v - sp.I)) == 0

# Bethe energies against diagonalization of the spin Hamiltonian.
print("Ground energy per site, units of J: Bethe | diagonalization")
for N in (4, 6, 8, 10, 12):
    roots = solve_roots(N)
    e_bethe = bethe_energy(N, roots) / N
    e_diag = np.linalg.eigvalsh(hamiltonian(N)[1])[0] / N
    assert abs(e_bethe - e_diag) < 1e-10
    print(f"  N={N:2d}: {e_bethe:.8f} | {e_diag:.8f}")

# Explicit Bethe wavefunction for eight sites.
N = 8
roots = solve_roots(N)
basis, H = hamiltonian(N)
phase = (roots + 0.5j) / (roots - 0.5j)
psi = np.zeros(len(basis), dtype=complex)
positions = np.array(basis)
for perm in permutations(range(N // 2)):
    amplitude = 1.0 + 0j
    for a, b in combinations(perm, 2):
        amplitude *= (roots[a] - roots[b] + 1j) / (roots[a] - roots[b])
    psi += amplitude * np.prod(phase[list(perm)]**positions, axis=1)
psi /= np.linalg.norm(psi)
eigen_residual = np.linalg.norm(H @ psi - bethe_energy(N, roots) * psi)
overlap = abs(np.vdot(np.linalg.eigh(H)[1][:, 0], psi))**2
assert eigen_residual < 1e-9 and abs(overlap - 1) < 1e-9
print("N=8 positive roots (dimensionless):",
      " ".join(f"{r:.6f}" for r in roots if r > 0))
print(f"N=8 squared overlap with diagonalized ground state: {overlap:.8f}")

# The counting function increases, so its slots are passed once each.
N = 64
roots = solve_roots(N)
grid = np.linspace(-6, 6, 2401)
slope = kernel(1, grid) - kernel(2, grid[:, None] - roots).sum(axis=1) / N
assert slope.min() > 0

# Fourier pairs by direct quadrature.
for omega in (0.5, 1.0, 3.0):
    for n in (1, 2):
        ft = 2 * quad(lambda x: kernel(n, x), 0, np.inf,
                      weight="cos", wvar=omega)[0]
        assert abs(ft - np.exp(-n * omega / 2)) < 1e-6
for x0 in (0.0, 0.4, 1.1):
    inverse = quad(lambda q: np.cos(q * x0) / (2 * np.cosh(q / 2)),
                   0, 80, limit=300)[0] / np.pi
    assert abs(inverse - density(x0)) < 1e-8

# A finite root interval leaves the filling below one half.
print("Root interval |x|<Q: filling M/N (dimensionless)")
previous = 0.0
for Q in (0.5, 1.0, 2.0):
    x, w, rho = solve_cutoff(Q, 120)
    filling = w @ rho
    assert previous < filling < 0.5
    assert np.all(rho > density(x))
    previous = filling
    print(f"  Q={Q:.1f}: {filling:.6f}")

# Wide interval: integral equation solved without Fourier transforms.
x, w, rho = solve_cutoff(10.0, 400)
max_error = np.max(np.abs(rho - density(x)))
e_integral = 0.25 - w @ (0.5 / (x**2 + 0.25) * rho)
e_limit = 0.25 - np.log(2)
assert max_error < 1e-10
assert abs(w @ rho - 0.5) < 1e-10
assert abs(e_integral - e_limit) < 1e-10
frequency_integral = quad(lambda q: np.exp(-q) / (1 + np.exp(-q)),
                          0, np.inf)[0]
assert abs(frequency_integral - np.log(2)) < 1e-8
print(f"Filling for Q=10 (dimensionless): {w @ rho:.8f}")
print(f"Frequency integral (dimensionless): {frequency_integral:.8f}")
print(f"Energy per site from integral equation: {e_integral:.8f} J")
print(f"Energy per site, 1/4 - ln 2: {e_limit:.8f} J")

# Long finite chains approach the limit.
print("N | e_N (J) | N^2 (e_N - e_inf) (J) | largest root | ln(N)/pi")
largest = {}
for N in (16, 64, 256, 1024):
    roots = solve_roots(N)
    e_N = bethe_energy(N, roots) / N
    scaled = N**2 * (e_N - e_limit)
    largest[N] = roots[-1]
    assert -1 < scaled < 0
    print(f"  {N:4d} | {e_N:.8f} | {scaled:.5f} | {roots[-1]:.5f}"
          f" | {np.log(N) / np.pi:.5f}")
growth = largest[1024] - largest[256]
assert abs(growth - np.log(4) / np.pi) < 0.05
print(f"Largest-root growth, N=256 to 1024: {growth:.5f}")
print(f"ln(4)/pi for comparison: {np.log(4) / np.pi:.5f}")

# Local density from root spacings in the longest chain.
middle = (roots[1:] + roots[:-1]) / 2
local = 1 / (N * np.diff(roots))
print("N=1024 root density: x | 1/(N spacing) | 1/(2 cosh(pi x))")
for target in (0.0, 0.5, 1.0):
    j = np.argmin(np.abs(middle - target))
    assert abs(local[j] / density(middle[j]) - 1) < 0.01
    print(f"  {abs(middle[j]):.5f} | {local[j]:.6f} | {density(middle[j]):.6f}")

print("all good")
```

Output:

```
Ground energy per site, units of J: Bethe | diagonalization
  N= 4: -0.50000000 | -0.50000000
  N= 6: -0.46712927 | -0.46712927
  N= 8: -0.45638668 | -0.45638668
  N=10: -0.45154464 | -0.45154464
  N=12: -0.44894924 | -0.44894924
N=8 positive roots (dimensionless): 0.129473 0.525012
N=8 squared overlap with diagonalized ground state: 1.00000000
Root interval |x|<Q: filling M/N (dimensionless)
  Q=0.5: 0.389796
  Q=1.0: 0.477838
  Q=2.0: 0.499067
Filling for Q=10 (dimensionless): 0.50000000
Frequency integral (dimensionless): 0.69314718
Energy per site from integral equation: -0.44314718 J
Energy per site, 1/4 - ln 2: -0.44314718 J
N | e_N (J) | N^2 (e_N - e_inf) (J) | largest root | ln(N)/pi
    16 | -0.44639352 | -0.83106 | 0.75014 | 0.88254
    64 | -0.44334846 | -0.82444 | 1.19354 | 1.32381
   256 | -0.44315974 | -0.82332 | 1.63531 | 1.76508
  1024 | -0.44314797 | -0.82294 | 2.07680 | 2.20636
Largest-root growth, N=256 to 1024: 0.44148
ln(4)/pi for comparison: 0.44127
N=1024 root density: x | 1/(N spacing) | 1/(2 cosh(pi x))
  0.00000 | 0.499996 | 0.500000
  0.49907 | 0.199800 | 0.199802
  1.00205 | 0.042860 | 0.042858
all good
```
